# Schottky saturation current and ideality from open-circuit voltage and short-circuit current

## Part 1. From the circuit to the straight line

Q: I have the forward dark curve of a Schottky diode. A line through its logarithm gives the saturation current and the ideality. Why should I shine light on it?

A: The dark voltage contains a part that does not belong to the junction. Let \(J\) be the current density, positive in the forward direction, from the metal into the n-type semiconductor. Let \(V\) be the terminal voltage, \(v\) the voltage across the junction itself, and \(r\) the series resistance times the area. In the dark \(J=F(v)\), where \(F\) is the law we want, and

\[
V=v+Jr .
\]

Differentiate with respect to \(\ln J\), using \(dJ/d\ln J=J\) and \(dv/dJ=1/F'(v)\):

\[
\frac{dV}{d\ln J}=\frac{F(v)}{F'(v)}+Jr .
\]

If \(F\) is proportional to \(\exp(v/nV_t)\), with \(V_t=kT/q\), the first term is \(nV_t\). The local ideality read from the terminals is then \(n+Jr/V_t\), which grows with current.

Q: Then I fit at low current, where \(Jr\) is small.

A: That is legitimate if enough of the curve remains. The usable currents lie well below \(V_t/r\), and the exponential begins near the saturation current density \(J_0\). The available range is therefore set by \(V_t/(J_0r)\). A Schottky diode with a low barrier has a large \(J_0\), so this range can be short. It is worth asking whether another measurement removes \(Jr\) instead of avoiding it.

Q: Before that, what is \(F\)? An ideality factor looks like something inserted by hand.

A: It can be given a definite meaning within thermionic emission. Assume that electrons cross the top of the barrier in two independent streams, each with a Maxwell distribution. Write the barrier seen from the metal as \(\Phi\), in volts, so that its energy in eV has the same numerical value. For an isotropic mass \(m\), the current density carried by one stream whose Fermi level lies \(q\Phi\) below the barrier top is

\[
\frac{2q}{h^3}e^{-\Phi/V_t}\int_{p_x>0}\frac{p_x}{m}\,e^{-p^2/2mkT}\,d^3p .
\]

The factor 2 counts spin. Each transverse integral is \(\sqrt{2\pi mkT}\), and the integral over \(p_x\) is \(kT\). The product is

\[
A^*T^2e^{-\Phi/V_t},\qquad A^*=\frac{4\pi qmk^2}{h^3}.
\]

Under forward bias \(v\) the Fermi level of the semiconductor is raised by \(qv\) relative to that of the metal. The stream from the semiconductor therefore gains a factor \(e^{v/V_t}\), while the return stream does not. Their difference is

\[
F(v)=A^*T^2e^{-\Phi(v)/V_t}\left(e^{v/V_t}-1\right).
\]

Now let the barrier rise linearly with forward bias, \(\Phi(v)=\Phi_0+(1-1/n)v\). This defines \(n\). Since \(-(1-1/n)v+v=v/n\),

\[
F(v)=J_0e^{v/nV_t}\left(1-e^{-v/V_t}\right),\qquad
J_0=A^*T^2e^{-\Phi_0/V_t}.
\]

Q: Why should a barrier rise with forward bias?

A: The image force gives one reason. In a depletion layer with uniform donor density \(N\), permittivity \(\varepsilon\) and zero-bias band bending \(V_b\), the field falls linearly from its peak \(E\) to zero over the width \(W\). Poisson's equation gives \(E=qNW/\varepsilon\), and the area under the field gives \(V_b-v=EW/2\). Hence

\[
W=\sqrt{\frac{2\varepsilon(V_b-v)}{qN}},\qquad
E=\sqrt{\frac{2qN(V_b-v)}{\varepsilon}} .
\]

Near the metal the field is almost uniform. The image potential and the field lower the electron energy, divided by \(q\), by \(q/(16\pi\varepsilon x)+Ex\) at distance \(x\). The barrier top lies where this sum is smallest. Its derivative vanishes at \(x=\sqrt{q/(16\pi\varepsilon E)}\), where the two terms are equal, so the lowering is

\[
\Delta\Phi=\sqrt{\frac{qE}{4\pi\varepsilon}} .
\]

It varies as \((V_b-v)^{1/4}\), because \(E\) varies as the square root. Forward bias weakens the lowering, and near zero bias the barrier rises at the rate \(\Delta\Phi/(4V_b)\). Equating this rate to \(1-1/n\) gives the image-force contribution to \(n\). A larger measured \(n\) needs another cause; here \(n\) is simply a parameter of the linear barrier.

Q: Now switch on the light. What do you assume?

A: I assume superposition: light adds a current density \(-J_{ph}\) and leaves \(F\) unchanged. I also take \(J_{ph}\) to be independent of the junction voltage, the light and temperature to be uniform over the diode, and the shunt to be absent. The minus sign appears because the field sweeps photogenerated holes into the metal, which is the reverse direction. Since the junction voltage is still the terminal voltage less the series drop,

\[
J=F(V-Jr)-J_{ph}.
\]

Q: At open circuit the junction is strongly illuminated. Does \(r\) not matter there?

A: The net terminal current is zero. Put \(J=0\):

\[
F(V_{oc})=J_{ph}.
\]

The product \(Jr\) vanishes for every finite \(r\), not just for a small one. The junction is still active: its photocurrent is balanced by an equal forward current, and the two cancel before reaching the series path.

There is one solution. To see this, define \(a=1/(nV_t)\) and \(b=(1-1/n)/V_t\). Then \(a+b=1/V_t\), and

\[
F=J_0(e^{av}-e^{-bv}),\qquad F'=J_0(ae^{av}+be^{-bv})>0
\]

for \(n\ge1\). A rising function meets each positive photocurrent once.

Q: But I cannot read \(J_{ph}\) directly. I measure the short-circuit current, and that current flows through \(r\).

A: This is where an approximation enters. Denote by \(J_{sc}\) the positive magnitude of the short-circuit current. With \(V=0\) and \(J=-J_{sc}\), the junction voltage is \(v=V-Jr=+J_{sc}r\). The outside terminals are shorted, but the junction is forward biased. The circuit equation becomes

\[
-J_{sc}=F(J_{sc}r)-J_{ph},
\]

so that

\[
J_{ph}=J_{sc}+F(J_{sc}r)=J_{sc}(1+\delta),\qquad
\delta=\frac{F(J_{sc}r)}{J_{sc}} .
\]

The number \(\delta\) is the lost photocurrent relative to the measured short-circuit current.

Q: So what do the two measurements give together?

A: Eliminate \(J_{ph}\) between them:

\[
F(V_{oc})=J_{sc}(1+\delta).
\]

If \(\delta\ll1\), the pairs \((V_{oc},J_{sc})\), taken at different light levels, trace the junction law \(F\) without the voltage \(Jr\). This statement does not depend on the exponential form. For the thermionic law, divide by \(1-e^{-V_{oc}/V_t}\) and take the logarithm:

\[
\ln\frac{J_{sc}}{1-e^{-V_{oc}/V_t}}
=\ln J_0+\frac{V_{oc}}{nV_t}-\ln(1+\delta).
\]

Dropping the last term leaves a straight line with slope \(1/(nV_t)\) and intercept \(\ln J_0\). In the logarithm each current density is divided by the same unit. The temperature must be known, both to form the left side and to turn the slope into \(n\).

Q: Why not plot just \(\ln J_{sc}\)?

A: At large \(V_{oc}/V_t\) you may. At smaller voltage the return stream matters. With \(\delta\) neglected, the slope of the plain plot is

\[
\frac{d\ln F}{dv}=\frac{1}{nV_t}+\frac{1}{V_t(e^{v/V_t}-1)} .
\]

The second term is positive, so the plain plot is too steep and gives too small an ideality. It can even give a value below 1.

Q: You require \(\delta\ll1\). Is that the same as requiring \(J_{sc}r\ll V_t\)?

A: No. The requirement concerns the forward current that the drop produces, not the drop alone. Since \(F(J_{sc}r)<J_{ph}=F(V_{oc})\) and \(F\) rises, \(J_{sc}r<V_{oc}\). Divide the lost current by the whole photocurrent:

\[
\frac{\delta}{1+\delta}=\frac{F(J_{sc}r)}{F(V_{oc})}
=e^{-(V_{oc}-J_{sc}r)/nV_t}\,
\frac{1-e^{-J_{sc}r/V_t}}{1-e^{-V_{oc}/V_t}} .
\]

The last fraction is smaller than 1, hence

\[
\frac{\delta}{1+\delta}<e^{-(V_{oc}-J_{sc}r)/nV_t}.
\]

It is therefore sufficient that the resistive drop lie several \(nV_t\) below \(V_{oc}\). The drop itself may be comparable with \(V_t\).

Q: Surely the loss disappears if I make the light weak enough.

A: It approaches a constant. For small \(v\), \(F(v)\approx F'(0)v=J_0v/V_t\), because \(a+b=1/V_t\). Setting \(v=J_{sc}r\) gives

\[
\delta\to\frac{J_0r}{V_t}\qquad\text{as }J_{sc}\to0 .
\]

At weak light the junction acts as a resistance \(V_t/J_0\), and the photocurrent divides between it and \(r\). Reducing the light cannot change that division. This floor is the inverse of the dark range \(V_t/(J_0r)\) found at the start. A low-barrier diode whose dark range is short therefore also has a large \(\delta\), and the straight line needs \(J_0r\ll V_t\) as well.

Q: Does stronger light make the loss better or worse?

A: Worse, for \(1\le n\le2\). The second derivative is

\[
F''=J_0(a^2e^{av}-b^2e^{-bv}).
\]

In this range of \(n\), \(a\ge b\), so \(F''>0\) for \(v>0\). Because \(F(0)=0\), the ratio \(F(v)/v\) is the average of \(F'\) between zero and \(v\), and that average rises with \(v\). Now \(\delta=rF(v)/v\) at \(v=J_{sc}r\). Moreover \(J_{ph}=J_{sc}+F(J_{sc}r)\) rises with \(J_{sc}\), so stronger light means larger \(J_{sc}\) and larger \(\delta\).

Q: If I ignore that growth, which way does my ideality move?

A: Subtract the logarithmic equation at two light levels and divide by \(\Delta V_{oc}\). The apparent ideality \(n_{app}\) obeys

\[
\frac{1}{n_{app}V_t}=\frac{1}{nV_t}
-\frac{\Delta\ln(1+\delta)}{\Delta V_{oc}} .
\]

The subtraction makes the line flatter and \(n_{app}\) too large. A constant \(\delta\) would leave \(n\) alone and would lower the apparent \(J_0\) by the factor \(1/(1+\delta)\). A loss that grows with light changes the ideality and, by tilting the line, also shifts its intercept. The apparent \(J_0\) can then come out too large instead of too small.

Q: Can I recover \(r\) as well?

A: Yes, by comparing the light and dark data at the same current density. The dark voltage at \(J=J_{sc}\) is \(V_d=v_d+J_{sc}r\), where \(F(v_d)=J_{sc}\). Since \(F(V_{oc})=J_{sc}(1+\delta)\), for voltages well above \(V_t\) the exponential law gives \(V_{oc}-v_d\approx nV_t\ln(1+\delta)\). Therefore

\[
\frac{V_d-V_{oc}}{J_{sc}}\approx r-\frac{nV_t\ln(1+\delta)}{J_{sc}} .
\]

When the second term is small, the horizontal separation of the two curves measures the series drop. A small \(\delta\) is not enough for this. With \(\delta\approx J_0r/V_t\) the second term is about \(nJ_0/J_{sc}\) times \(r\), so \(J_{sc}\) must lie far above \(J_0\).

## Part 2. Numbers, limits and the measured barrier

Q: Before the numbers, remind me what we have.

A: The junction law is \(F(v)=J_0e^{v/nV_t}(1-e^{-v/V_t})\), with \(V_t=kT/q\) and \(J_0=A^*T^2e^{-\Phi_0/V_t}\). Here \(A^*\) is the Richardson constant and \(\Phi_0\) the zero-bias barrier in volts. The series area resistance is \(r\), the photocurrent density is \(J_{ph}\), and the positive short-circuit current density is \(J_{sc}\). The measured pair satisfies

\[
F(V_{oc})=J_{ph}=J_{sc}(1+\delta),\qquad
\delta=F(J_{sc}r)/J_{sc}.
\]

For \(\delta\ll1\), the line to fit is

\[
y=\ln\frac{J_{sc}}{1-e^{-V_{oc}/V_t}}
=\ln J_0+\frac{V_{oc}}{nV_t}.
\]

The depletion width is \(W=\sqrt{2\varepsilon(V_b-v)/(qN)}\), where \(V_b\) is the zero-bias band bending and \(N\) the donor density.

Q: Show me a case in which the series resistance is visible.

A: Take a thin TaN film on n-type silicon at 300 K, with rough typical parameters: \(\Phi_0=0.65\) V, \(n=1.05\), \(A^*=112\) A/cm²K², \(N=10^{16}\) cm⁻³ and \(r=0.5\) Ω cm². The input saturation current density is 0.1213 mA/cm². The circuit equation was solved numerically at nine light levels. Five of them are listed here.

| \(J_{sc}\) (mA/cm²) | \(V_{oc}\) (mV) | dark \(V\) (mV) | \(\delta\) (%) |
|---|---|---|---|
| 0.2993 | 33.32 | 33.43 | 0.235 |
| 0.9464 | 58.78 | 59.19 | 0.237 |
| 2.9928 | 88.00 | 89.43 | 0.241 |
| 9.4627 | 118.61 | 123.27 | 0.255 |
| 29.9076 | 149.66 | 164.53 | 0.309 |

The dark voltage is taken at the same current density as \(J_{sc}\).

Q: Recover the parameters from the first and last rows.

A: With \(V_t=25.852\) mV, the factors \(1-e^{-V_{oc}/V_t}\) are 0.7244 and 0.9969. Using currents in mA/cm²,

\[
y_1=\ln\frac{0.2993}{0.7244}=-0.8839,\qquad
y_2=\ln\frac{29.9076}{0.9969}=3.4012 .
\]

The voltage difference is 0.11634 V, so the slope is \(4.2851/0.11634=36.83\) V⁻¹. Hence

\[
n=\frac{1}{36.83\times0.025852}=1.050 .
\]

The intercept is \(-0.8839-36.83\times0.03332=-2.111\), which gives \(J_0=0.121\) mA/cm². Finally,

\[
\Phi_0=V_t\ln\frac{A^*T^2}{J_0}
=0.025852\ln\frac{1.008\times10^7}{1.21\times10^{-4}}
=0.650\ \text{V}.
\]

Both current densities in the last logarithm are in A/cm². A least-squares fit to all nine pairs gives \(n=1.0501\) and \(J_0=0.1211\) mA/cm².

Q: Would the dark curve have been much worse?

A: For the ideality from a straight line that ignores \(r\), yes. The same nine-point analysis applied to dark terminal voltages at the same currents gives \(n=1.167\) and \(J_0=0.149\) mA/cm². The saturation current is 22% above the input value. The barrier is 0.645 eV, just 5 meV low, because it depends on \(J_0\) through a logarithm. The distortion belongs to this analysis, not to the dark data. The same line over 0.03 to 1 mA/cm² gives \(n\approx1.06\), and within the lumped model a dark fit with \(r\) as a third parameter returns the input values.

At the largest current the drop is \(29.9\times0.5=15.0\) mV, added to \(nV_t=27.1\) mV. Their sum, 42.1 mV, agrees with the numerical dark slope of 42.0 mV to within 0.1 mV. The apparent local ideality is 1.63.

The voltage separation in the last row gives

\[
\frac{164.53-149.66}{29.9076}=0.497\ \Omega\,\text{cm}^2,
\]

slightly below the input \(r\), in the direction predicted in Part 1.

Q: That resistance suits your method. Increase it.

A: With the light levels and other parameters fixed, \(r=5\) Ω cm² gives \(n=1.10\), and \(r=20\) Ω cm² gives \(n=1.49\). The fitted barriers are 0.648 and 0.637 eV. The lines flatten because the short-circuit loss grows with light. Open-circuit voltage has not acquired a resistive drop; \(J_{sc}\) has ceased to represent \(J_{ph}\).

For a limit of 1% loss relative to \(J_{sc}=30\) mA/cm², the junction may carry 0.3 mA/cm² at short circuit. The first table row was generated with that photocurrent, so \(F=0.3\) mA/cm² at 33.32 mV. Therefore

\[
r_{max}=\frac{33.32\ \text{mV}}{30\ \text{mA/cm}^2}
=1.11\ \Omega\,\text{cm}^2 .
\]

For \(1\le n\le2\), the brightest point sets this limit, provided that the other assumptions hold.

Q: Does the factor in \(y\) really matter here?

A: Yes. A plain plot of \(\ln J_{sc}\) against \(V_{oc}\), for \(r=0.5\) Ω cm², gives \(n=0.989\). The lowest voltages are close to \(V_t\), where the return stream makes the plain plot too steep.

Q: My diode also leaks around its edge. Is that removed?

A: No. For an ohmic shunt of area resistance \(r_{sh}\), the open-circuit balance becomes

\[
J_{ph}=F(V_{oc})+\frac{V_{oc}}{r_{sh}} .
\]

At weak light \(F(V_{oc})\approx J_0V_{oc}/V_t\), so the shunt current relative to the junction current tends to \(V_t/(J_0r_{sh})\). This is 2.1% for \(r_{sh}=10^4\) Ω cm². The ratio falls at higher light because \(F(v)/v\) rises. With \(r=0.5\) Ω cm², the fit gives \(n=1.053\) and \(J_0=0.1225\) mA/cm². A straight-looking plot alone does not exclude a small shunt.

Q: The depletion layer narrows at forward bias. Should the photocurrent not change?

A: It does, and its size depends on hole diffusion. Let \(\alpha\) be the absorption coefficient, \(D\) the hole diffusion coefficient, \(\tau\) the lifetime and \(L=\sqrt{D\tau}\). Assume that every hole generated inside \(W\) is collected. For a photon flux \(\Phi_\gamma\) entering the silicon, this contributes \(\Phi_\gamma(1-e^{-\alpha W})\). At distance \(s\) beyond the depletion edge, the excess hole density \(p\) obeys

\[
Dp''-\frac{p}{\tau}+\Phi_\gamma\alpha e^{-\alpha W}e^{-\alpha s}=0,
\]

with \(p=0\) at the edge and far away. For \(\alpha L\ne1\), the solution is

\[
p=C(e^{-s/L}-e^{-\alpha s}),\qquad
C=\frac{\Phi_\gamma\alpha e^{-\alpha W}}{D(\alpha^2-1/L^2)} .
\]

The first exponential solves the source-free equation; the second balances the source. The hole flux into the depletion layer is

\[
Dp'(0)=DC\left(\alpha-\frac1L\right)
=\Phi_\gamma e^{-\alpha W}\frac{\alpha L}{1+\alpha L}.
\]

Adding the two contributions gives the collected fraction

\[
\eta=1-\frac{e^{-\alpha W}}{1+\alpha L}.
\]

It has a continuous limit at \(\alpha L=1\). In the example \(W\) shrinks from 240 nm at zero bias to 195 nm at the largest \(V_{oc}\). For \(\alpha=500\) cm⁻¹ the photocurrent falls by 0.044% if \(L=100\) µm, but by 3.6% if \(L=1\) µm. In the second case the fit, still with \(r=0.5\) Ω cm², gives \(n=1.044\). The short-circuit current then exceeds the photocurrent present at open circuit, by an amount that increases with light, so the plotted line becomes steeper.

Q: Even at open circuit, electrons and holes move through the silicon. Can that produce a voltage?

A: Their electrical currents cancel, but their different diffusion rates require a small field, called the Dember field. Let \(\mu_n,\mu_p\) be the mobilities. With equal excess densities of electrons and holes, and both small compared with \(N\), zero total current requires

\[
\mathcal E\approx-\frac{V_t}{N}
\left(1-\frac{\mu_p}{\mu_n}\right)p' ,
\]

where Einstein's relation \(D=\mu V_t\) has been used. Integration from the depletion edge to the maximum of \(p\) gives the largest local voltage, \(V_t(1-\mu_p/\mu_n)p_{max}/N\). For \(L=100\) µm and rough silicon mobilities, \(p_{max}/N=0.0023\) at the highest light, and this voltage is 0.04 mV. The small excess also supports leaving the electron law \(F\) unchanged, and the hole equation is linear in the light source. Both arguments fail at high injection.

Q: The TaN film is thin. Its resistance is distributed, not one resistor.

A: At open circuit, uniform light permits one uniform junction voltage satisfying \(F=J_{ph}\), so the film needs no lateral current. At short circuit, consider a disc contacted at its rim, of radius \(R\) and sheet resistance \(R_s\). If the loss is small, the current crossing radius \(\rho\) is \(J_{ph}\pi\rho^2\). Divided by the circumference, it is \(J_{ph}\rho/2\). Multiplying by \(R_s\) and integrating from \(\rho\) to \(R\) gives a local drop

\[
\frac{R_sJ_{ph}(R^2-\rho^2)}{4}.
\]

For a 10 nm film of 250 Ω per square and \(R=0.5\) mm, the centre is biased by 4.7 mV at 30 mA/cm². The area average is half this, 2.3 mV. Treated separately from the lumped \(r\), the film causes a 0.04% current loss. Non-uniform light would drive lateral current even at open circuit and would spoil the uniform solution.

Q: Bright light also heats the diode.

A: This can exceed the resistive error. For \(V_{oc}\gg V_t\), the open-circuit condition gives

\[
V_{oc}=n\left[\Phi_0+V_t\ln\frac{J_{ph}}{A^*T^2}\right].
\]

Differentiate at fixed \(J_{ph}\) and \(\Phi_0\), then replace the logarithm using the same equation:

\[
\frac{dV_{oc}}{dT}=\frac{V_{oc}-n\Phi_0}{T}-\frac{2nk}{q}.
\]

At the brightest point the numerical shift is \(-1.95\) mV/K. If that point alone is 1 K warmer, the voltage span of 116.3 mV shrinks by 1.7%. The two-point ideality falls by nearly the same fraction, to about 1.03.

Q: Suppose \(J_0\) is sound. Is the barrier equally sound?

A: It still depends on \(A^*\). For silicon's anisotropic conduction valleys, \(m\) in the flux integral is replaced by the geometric mean of the two masses parallel to the contact. On a (100) surface, two valleys have mean \(m_t\) and four have \(\sqrt{m_lm_t}\), where \(m_t\) and \(m_l\) are the transverse and longitudinal masses. With \(m_t=0.19m_0\) and \(m_l=0.92m_0\), the sum \(2m_t+4\sqrt{m_lm_t}\) gives \(A^*=247\) A/cm²K²; taking \(m_l=0.98m_0\) gives 253. Using it instead of 112 for the same \(J_0\) raises the inferred barrier by \(25.85\ln(247/112)=20\) meV, more than the dark-fit error found above.

The quantity obtained is also the barrier after image-force lowering. That lowering is 21 meV here, and its bias dependence alone gives \(n=1.012\) at zero bias and about 1.015 over the fitted voltage range, so it does not account for the assumed 1.05.

Q: How close is this example to an actual TaN contact?

A: The barrier, doping and film thickness are meant as plausible rough values. A real barrier depends on film composition and the silicon interface, and the example recovers a barrier that was supplied to it; it does not predict one. Real diodes can violate the assumptions of no shunt, constant temperature and voltage-independent collection. For the stated cases these move \(n\) by about \(+0.003\), \(-0.02\) and \(-0.006\), respectively. The donor density is \(3.6\times10^{-4}\) of the band density of states, consistent with Maxwell statistics. The law \(F\) also assumes pure thermionic emission; electron diffusion through the depletion layer would add roughly 0.002 to 0.005 to \(n\) at this doping. Spatially varying barriers and interface charging by light are not included, so their effect cannot be judged from these numbers. The numerical output below gives the remaining values.

Q: What should I check before trusting my own line?

A: Measure the dark curve as well, and estimate \(r\) from its separation from the light data at voltages well above \(V_t\). Then evaluate \(F(J_{sc}r)/J_{sc}\) at the brightest point. The separation always lies below \(r\), so take it where \(J_{sc}\gg J_0\). If the estimated loss is not small, the shortfall can be substantial. In that case fit \(F(V_{oc})=J_{sc}+F(J_{sc}r)\), adjusting \(r\) together with \(n\) and \(J_0\) instead of holding it at the estimate. The light data fix \(r\) mainly through the growth of \(\delta\), so with noisy data this needs a loss of a few per cent or more at the brightest point. This corrects the series loss within the lumped model; shunt current, heating and changing collection still need separate evidence.

## Values computed for the example and the checks

```
Simulated TaN / n-Si contact, rough typical parameters
T = 300 K, kT/q = 25.852 mV, A* = 112 A/cm2K2
input barrier = 0.650 eV, input n = 1.050
input J0 = 0.12132 mA/cm2, rs = 0.50 ohm cm2
doping = 1.0e+16 cm^-3, band bending = 0.445 eV
Jph, Jsc [mA/cm2]; Voc, dark V at Jsc [mV]; loss [%]
  0.3000 0.2993 33.32 33.43 0.235
  0.9487 0.9464 58.78 59.19 0.237
  3.0000 2.9928 88.00 89.43 0.241
  9.4868 9.4627 118.61 123.27 0.255
  30.0000 29.9076 149.66 164.53 0.309
weak-light loss J0 rs/Vt = 0.235 %
Fits: n; J0 [mA/cm2]; barrier [eV]
  Jsc-Voc, rs = 0: 1.0500; 0.12132; 0.6500
  Jsc-Voc, rs as input: 1.0501; 0.12107; 0.6501
  dark curve, rs as input: 1.1669; 0.14855; 0.6448
  Jsc-Voc, rs = 5 ohm cm2: 1.0985; 0.13084; 0.6480
  Jsc-Voc, rs = 20 ohm cm2: 1.4853; 0.19995; 0.6371
  Jsc-Voc, with shunt: 1.0526; 0.12252; 0.6497
  Jsc-Voc, short hole length: 1.0438; 0.12107; 0.6501
n from plain ln Jsc against Voc = 0.9885
dark dV/dlnJ at top current = 42.01 mV
apparent local dark n there = 1.625
rs from dark V minus Voc = 0.4972 ohm cm2
largest rs for 1 % loss at Jsc = 30 mA/cm2: 1.111 ohm cm2
junction bias at that limit = 33.32 mV
shunt = 10000 ohm cm2, weak-light share = 2.13 %
absorption coefficient = 500 cm^-1
depletion width at 0 V = 239.8 nm, at top Voc = 195.4 nm
photocurrent drop at top Voc, L = 100 um: 0.0439 %
photocurrent drop at top Voc, L = 1 um: 3.55 %
TaN film: 10 nm, 250 ohm/sq, disc radius 0.5 mm
film drop at short circuit: centre 4.68 mV, mean 2.34 mV
current loss from film drop = 0.039 %
tunnelling energy E00 = 1.25 meV
image lowering = 21.4 meV, its n = 1.0122
peak field = 0.0371 MV/cm
doping / band density of states = 3.57e-04
hole injection / J0 = 1.4e-08
peak excess holes / doping = 2.31e-03
largest local Dember voltage = 0.039 mV
top Voc shift on heating = -1.95 mV/K
A* from anisotropic mass = 247 A/cm2K2
barrier shift with that A* = 20.4 meV
```
